# Slowest relaxation rate of an axial macrospin with a very low barrier

A macrospin is a magnetic moment of fixed length \(m\) whose direction is a unit vector \(\mathbf n\). Let \(\theta\) be its angle to the easy axis \(z\), let \(x=\cos\theta=n_z\), and let the energy be

\[
E=kT\,u,\qquad u=\Delta(1-x^2),\qquad 0<\Delta\ll1 .
\]

The two poles \(x=\pm1\) are the energy minima, and the equator between them lies higher by \(\Delta\,kT\). There is no applied field. The symbol \(\nabla\) denotes the gradient along the unit sphere, \(\nabla^2\) the Laplacian on it, and \(\gamma>0\) the gyromagnetic ratio. The moment is classical, with Gilbert damping \(\alpha\), and its thermal field is white noise. The smallest nonzero relaxation rate will be shown to be

\[
\lambda=2D\left[1-\tfrac25\Delta+O(\Delta^2)\right],\qquad
D=\frac{\alpha\gamma kT}{(1+\alpha^2)m}.
\]

It is the rate at which the mean axial moment decays to zero. It is not a rate of hopping between wells, because a barrier far below \(kT\) confines nothing. The zero rate of the equilibrium state is left out of the count.

The Landau-Lifshitz-Gilbert equation, solved for the time derivative, is

\[
\dot{\mathbf n}=-\gamma'\,\mathbf n\times(\mathbf B+\mathbf b)-\alpha\gamma'\,\mathbf n\times[\mathbf n\times(\mathbf B+\mathbf b)],\qquad \gamma'=\frac{\gamma}{1+\alpha^2}.
\]

Here \(\mathbf B=-(kT/m)\nabla u\) is the anisotropy field, of which the tangential part alone exerts a torque. The thermal field \(\mathbf b\) has independent components of equal strength, \(\langle b_i(t)b_j(t')\rangle=s\,\delta_{ij}\delta(t-t')\), and is read in the Stratonovich sense, as the limit of noise with a short memory.

Take the noise alone first. It has no preferred direction, so its effect on averages is a rotation-invariant differential operator of second order that gives zero on a constant. Its second-derivative part must be isotropic at each point, which makes it a multiple of \(\nabla^2\). What remains after subtracting that multiple would be a derivative along a rotation-invariant tangent vector field, and no such field exists except zero. The noise therefore produces free rotational diffusion, \(D\nabla^2\). Its strength follows from the mean square step. The vectors \(\mathbf n\times\mathbf b\) and \(\mathbf n\times(\mathbf n\times\mathbf b)\) are perpendicular and have the same length, that of the two-component tangential part of \(\mathbf b\). Hence \(\langle|\delta\mathbf n|^2\rangle=2s\gamma'^2(1+\alpha^2)\,\delta t\), which must equal the two-dimensional diffusion law \(4D\,\delta t\).

For a tangential field, \(\mathbf n\times(\mathbf n\times\mathbf B)=-\mathbf B\). The systematic drift is then

\[
\mathbf v=\frac{\gamma'kT}{m}\,\mathbf n\times\nabla u-\frac{\alpha\gamma'kT}{m}\nabla u .
\]

The probability current is \(\mathbf J=\mathbf vP-D\nabla P\). In the Boltzmann distribution \(P\propto e^{-u}\) it becomes

\[
\mathbf J\propto\frac{\gamma'kT}{m}e^{-u}\,\mathbf n\times\nabla u+\left(D-\frac{\alpha\gamma'kT}{m}\right)e^{-u}\nabla u .
\]

The first term equals \(-(\gamma'kT/m)\,\mathbf n\times\nabla e^{-u}\), a gradient turned through a right angle, whose divergence on the sphere vanishes. Equilibrium is stationary if the second term vanishes as well, which fixes \(D=\alpha\gamma'kT/m\), the value stated above, and with it the noise strength \(s\). The precession coefficient is then \(\gamma'kT/m=D/\alpha\).

Let \(f(\mathbf n,t)\) be the average of some observable at time \(t\) for a moment that started at \(\mathbf n\). It obeys

\[
\frac{\partial f}{\partial t}=D\left(\nabla^2f-\nabla u\cdot\nabla f\right)+\frac D\alpha(\mathbf n\times\nabla u)\cdot\nabla f .
\]

A mode decaying as \(e^{-\lambda t}\) is an eigenfunction of the right-hand side with eigenvalue \(-\lambda\). For \(\Delta=0\) the modes are spherical harmonics with \(\lambda=Dl(l+1)\). The three with \(l=1\) share the rate \(2D\). The anisotropy is axial, so it does not mix different azimuthal numbers \(M\), defined by the factor \(e^{iM\phi}\). Each sector can therefore be treated by nondegenerate perturbation theory.

In the sector \(M=0\), \(f\) depends on \(x\) alone. Precession moves the moment around the axis at constant \(x\), so it drops out for any \(\alpha\). On the unit sphere \(|\nabla x|^2=1-x^2\), and \(du/dx=-2\Delta x\), so

\[
\nabla^2f=\left[(1-x^2)f'\right]',\qquad \nabla u\cdot\nabla f=-2\Delta x(1-x^2)f' .
\]

With \(\mu=\lambda/D\), the eigenvalue equation is

\[
H_0f-\Delta\,Wf=\mu f,\qquad H_0f=-[(1-x^2)f']',\qquad Wf=2x(1-x^2)f' .
\]

The Legendre polynomials satisfy \(H_0P_l=l(l+1)P_l\). Start from \(P_1=x\) and write

\[
f=x+\Delta g+\Delta^2h+\dots,\qquad \mu=2+\Delta\mu_1+\Delta^2\mu_2+\dots,
\]

where the normalization is chosen so that \(g\) and \(h\) contain no \(P_1\). The terms of order \(\Delta\) give

\[
(H_0-2)g=Wx+\mu_1x .
\]

From \(P_3=(5x^3-3x)/2\) one has \(x^3=(3P_1+2P_3)/5\), and so

\[
Wx=2x-2x^3=2P_1-\tfrac65P_1-\tfrac45P_3=\tfrac45P_1-\tfrac45P_3 .
\]

The left side has no \(P_1\) component, since \(H_0\) multiplies each Legendre polynomial by a number and \(g\) has no \(P_1\). Therefore \(\mu_1=-4/5\), and

\[
\mu=2-\tfrac45\Delta+O(\Delta^2)=2\left(1-\tfrac25\Delta\right)+O(\Delta^2).
\]

This is the stated rate. The \(P_3\) components give \((12-2)a=-4/5\) for \(g=aP_3\), so \(a=-2/25\) and the mode is \(x-(2\Delta/25)P_3\) to first order.

The factor \(2/5\) has a direct physical reading. Apply the evolution operator to \(x\) itself and average over the current distribution:

\[
\frac{d\langle x\rangle}{dt}=-2D\langle x\rangle+2D\Delta\langle x-x^3\rangle .
\]

Diffusion removes the axial moment, while the anisotropy drives each spin toward the nearer pole and partly restores it. In free diffusion the slowly decaying distribution in \(x\) is \(\tfrac12(1+3cx)\), with \(\langle x\rangle=c\) and \(\langle x^3\rangle=3c/5\). Hence \(\langle x-x^3\rangle=\tfrac25\langle x\rangle\), and the decay rate is \(2D(1-2\Delta/5)\). The anisotropy also changes the distribution by a part of order \(\Delta\), but this enters a term that already carries \(\Delta\), and so it matters at second order.

That second order measures the error of the linear law. The terms in \(\Delta^2\) are

\[
(H_0-2)h=Wg+\mu_1g+\mu_2x .
\]

Neither \(h\) nor \(g\) contains \(P_1\), so \(\mu_2\) is minus the \(P_1\) component of \(Wg=-(2/25)WP_3\). Since \(P_3'=(15x^2-3)/2\),

\[
WP_3=x(1-x^2)(15x^2-3)=-15x^5+18x^3-3x .
\]

The \(P_1\) component of a function \(q\) is \(\tfrac32\int_{-1}^1xq\,dx\). Here it equals

\[
3\left(-\tfrac{15}{7}+\tfrac{18}{5}-1\right)=\tfrac{48}{35}.
\]

So \(\mu_2=(2/25)(48/35)=96/875\), and

\[
\lambda=2D\left(1-\tfrac25\Delta+\tfrac{48}{875}\Delta^2+\dots\right).
\]

It remains to show that no other mode is slower. Consider \(M=\pm1\), at first without precession, with the free mode \(f=\sqrt{1-x^2}\,e^{\pm i\phi}\). Because \(\partial_x\sqrt{1-x^2}=-x/\sqrt{1-x^2}\),

\[
\nabla u\cdot\nabla f=-2\Delta x(1-x^2)\,\partial_xf=2\Delta x^2f .
\]

This term adds to \(\mu\) the average of \(2\Delta x^2\) with the weight \(|f|^2=1-x^2\):

\[
2\Delta\,\frac{\int_{-1}^1x^2(1-x^2)\,dx}{\int_{-1}^1(1-x^2)\,dx}
=2\Delta\,\frac{4/15}{4/3}=\tfrac25\Delta .
\]

The transverse rate is thus \(2D(1+\Delta/5)\) to first order, above the axial one.

Precession could upset this order if it slowed the transverse modes. To exclude that, use the inner product \((f,g)=\int f^*g\,e^{-u}d\Omega\). Write the evolution operator as \(-S+A\), with \(A\) the precession term. Integration by parts gives

\[
(f,Sf)=D\int e^{-u}|\nabla f|^2d\Omega ,
\]

so \(S\) is self-adjoint. The field \(e^{-u}\mathbf n\times\nabla u\) has no divergence, so the same operation gives \((f,Ag)=-(Af,g)\), and \((f,Af)\) is imaginary. For an eigenfunction, \((S-A)f=\lambda f\), and the real part of its product with \(f\) is

\[
\operatorname{Re}\lambda=\frac{(f,Sf)}{(f,f)} .
\]

This cannot lie below the lowest eigenvalue of \(S\) in the same sector. Precession may raise the lowest transverse decay rate, but it cannot bring it below its value without precession, however small \(\alpha\) is.

The modes that start from \(l\ge2\) are excluded by comparing quotients. The weight \(e^{-u}\) lies between \(e^{-\Delta}\) and 1. The quotient \((f,Sf)/(f,f)\) is therefore at least \(e^{-\Delta}\) times its value for free diffusion. By the minimax principle the same holds for the eigenvalues of \(S\), taken in order within each sector. Those that start from \(l\ge2\) are at least \(6De^{-\Delta}\), which exceeds \(2D\) for \(\Delta<\ln3\). This settles \(M=0\), where precession drops out, and \(|M|\ge2\), where the lowest eigenvalue of \(S\) starts from \(l\ge2\) and bounds every real part. For \(M=\pm1\) precession can pull the \(l=2\) mode below \(6De^{-\Delta}\) (to \(4.88D\), against \(4.91D\), at \(\Delta=0.2\) and \(\alpha=0.08\)), but no mode of that sector falls below the lowest transverse rate without precession. For small positive \(\Delta\) the axial mode is therefore the slowest.

The size of the precession effect can be estimated too. For \(M=1\) precession adds the term \(iDc\,x\) to the evolution operator, with \(c=2\Delta/\alpha\). It couples the normalized harmonics \(l=1\) and \(l=2\) with matrix element \(\langle Y_{21}|x|Y_{11}\rangle=1/\sqrt5\). The free values of \(\mu\) are 2 and 6, so second-order perturbation theory shifts \(\mu\) by

\[
\frac{(-ic)^2/5}{2-6}=\frac{c^2}{20}=\frac{\Delta^2}{5\alpha^2},
\]

provided \(\Delta/\alpha\) is small. For \(\Delta=0.2\), diagonalization of the evolution operator in spherical harmonics gives a lowest transverse rate of \(2.083D\) without precession and \(2.0915D\) for \(\alpha=1\), where the formula predicts a rise of \(0.008D\). For \(\alpha=0.1\) and \(0.01\) the rates are \(3.09D\) and \(11.95D\), and the small-\(\Delta/\alpha\) estimate no longer applies. In units of \(D\) the axial rate is the same in all these cases; \(D\) itself varies as \(\alpha/(1+\alpha^2)\).

The sign of \(\Delta\) matters. For an easy plane, \(\Delta<0\), the axial mode becomes faster than \(2D\). If also \(|\Delta|\ll\alpha^2\), the precession shift is negligible against the first-order terms, and the transverse modes are then the slowest.

The same quotient bounds the axial rate from above for every \(\Delta>0\). The trial function \(x\) is odd, hence orthogonal to the constant equilibrium mode, and gives

\[
\frac{\lambda}{D}\le
\frac{\int_{-1}^1(1-x^2)e^{\Delta x^2}dx}{\int_{-1}^1x^2e^{\Delta x^2}dx}
=\frac{\tfrac43+\tfrac4{15}\Delta+\dots}{\tfrac23+\tfrac25\Delta+\dots}
=2\left(1-\tfrac25\Delta+\dots\right).
\]

The comparison of weights gives the lower bound \(\lambda\ge2De^{-\Delta}\) for this mode. An Arrhenius factor with the free rate as its prefactor is thus a bound and not an estimate. At \(\Delta=0.2\) it would reduce the rate to \(0.82\) of \(2D\), whereas the true factor is \(0.922\).

The range of the linear law can be read from a numerical solution of the axial equation, with the interval of \(x\) divided into 1000 cells and the probability flux balanced between them. For \(\Delta=0.1,\,0.2,\,0.5\) and \(1\), the ratio \(\lambda/2D\) is \(0.9605,\,0.9222,\,0.8135\) and \(0.6531\). The linear law gives \(0.96,\,0.92,\,0.80\) and \(0.60\). Relative to the numerical rate it is low by 0.2% at \(\Delta=0.2\), 1.7% at \(0.5\) and 8% at \(1\). It would reach zero at \(\Delta=5/2\), which the positive lower bound forbids, so it cannot be carried over to a memory cell designed for retention.

A setting where a low barrier is wanted is the free layer of a magnetic tunnel junction that produces random bits. Take a disc of Co/Pt-multilayer type, 10 nm across and 1.2 nm thick, with magnetization 600 kA/m, \(\alpha=0.1\), \(\Delta=0.2\) and \(T=300\) K. These are rough values. The barrier is 5.2 meV, or a net anisotropy of 8.8 kJ/m³. The volume is \(\pi(5\,\text{nm})^2(1.2\,\text{nm})=94.25\,\text{nm}^3\), so \(m=5.655\times10^{-20}\) A m² and \(kT/m=73.2\) mT. With \(\gamma=1.761\times10^{11}\,\text{s}^{-1}\text{T}^{-1}\),

\[
D=\frac{0.1}{1.01}\,(1.761\times10^{11})(0.07325)\ \text{s}^{-1}=1.277\ \text{ns}^{-1}.
\]

The free rate is \(2D=2.554\,\text{ns}^{-1}\), a relaxation time of 0.392 ns. The linear law gives \(2.554\times0.92=2.350\,\text{ns}^{-1}\), or 0.426 ns, and the numerical solution gives 0.425 ns. The barrier lengthens the memory of the axial moment by about 8%.

Real discs depart from the model in ways that can be set against this 8%. The changes of rate in this paragraph and the next come from diagonalizing the full evolution operator, with precession, in spherical harmonics up to \(l=12\), and are relative to the rate at \(\Delta=0.2\). A stray field of 1 mT across the axis raises the rate by 1.0%; the same field along the axis changes it by 0.002%. These changes grow quickly with the field: 3 mT across the axis raises the rate by 11%, more than the whole effect of the barrier, and 30 mT along the axis raises it by 1.8%. The field of the reference layer in a small pillar can be of this size unless it is compensated. The transverse field has energy \(0.0137\,kT\), but its precession term is larger by \(1/\alpha\), about \(0.14D\). In a layer with \(\alpha=0.01\) that term is about \(1.4D\), and 1 mT across the axis raises the rate by 5.5%. An outline 2% out of round, at fixed intrinsic anisotropy, lowers the shape energy along the long axis and raises it along the short axis by nearly equal amounts, so the barrier averaged over azimuth hardly moves. The rate then rises, by 0.11% if the disc is treated as an ellipsoid of the same dimensions and by 0.2% if it is treated as a flat cylinder. If \(0.114\,kT\) of the barrier (5 kJ/m³) comes from a term in \(\sin^4\theta\) instead of \(\sin^2\theta\), with the total barrier fixed, the rate falls by 0.7%.

A read current \(I\) with spin polarization \(p\) along the axis exerts a damping-like torque. On the axial modes it acts as an axial field of energy \(\hbar pI/(2e\alpha)\). For \(0.1\ \mu\text{A}\) and \(p=0.5\) this is \(0.040\,kT\), and the rate changes by 0.02%. That current is very small, and the change grows as its square: 1.7% at \(1\ \mu\text{A}\) and 15% at \(3\ \mu\text{A}\). The torque, like an axial stray field, also shifts the mean to which the axial moment relaxes, and does so to first order: \(|\langle x\rangle|\) is 0.014, 0.14 and 0.38 at the three currents, and the favoured hemisphere is occupied 51%, 60% and 77% of the time, a bias that matters more for random bits than the change of rate.

Control of the barrier and of temperature matters as well. The same ellipsoid estimate puts the shape anisotropy to be cancelled at \(3.9\,kT\), so an error of 1% in it moves \(\Delta\) by 0.039 and the rate by about \(0.378\times0.039=1.5\%\) of \(2D\), or 1.6% of the rate itself, where \(0.378=\tfrac25-2\cdot\tfrac{48}{875}\cdot0.2\) is the slope at \(\Delta=0.2\). The demagnetizing factors of a flat cylinder give \(3.4\,kT\) instead, and about 1.3% of \(2D\). At 360 K, with magnetization and anisotropy held fixed, the rate is 22% higher: \(D\) grows by 20% and \(\Delta\) falls to 0.167. In a real film neither quantity stays fixed, and \(\Delta\) is the small remainder of two energies near \(4\,kT\). With the ellipsoid value of the shape energy, if the magnetization fell by 3%, \(\Delta\) at 360 K would be 0.36 for an unchanged intrinsic anisotropy and 0.06 for one that varies as the cube of the magnetization, and the rate would rise by 16% and 31%. The flat-cylinder value gives 0.33 and 0.07, and 17% and 30%.

The assumption of one rigid moment can also be sized. For exchange stiffness \(A=10\) pJ/m and disc radius \(R\), the lowest nonuniform modes have wavenumber \(q=1.84/R\) and an effective exchange field \(2Aq^2/M_s=4.5\) T, where \(M_s\) is the magnetization. Equipartition gives each such mode a fractional loss of moment equal to \(kT/m\) divided by this field. The lowest pair therefore removes \(2\times0.0732/4.52=3.2\%\) of the moment. All nonuniform modes together, counted with their thermal occupation, remove about 9%, so the lowest pair is about a third of the loss. The total depends strongly on the stiffness: about 22% for \(A=5\) pJ/m and 4% for 20 pJ/m. Since \(D\) varies as \(1/m\) at fixed \(\alpha\), this correction is as large as the effect of the barrier, unless \(m\) is taken as the net moment of the disc at the working temperature. The spin quantum number of the disc is about 3000, which supports the classical treatment. Many real free layers are wider than 10 nm. At fixed thickness and magnetization, the energy of a given stray field in units of \(kT\) grows with the area, so at the same \(\Delta\) and \(\alpha\) a wider disc needs a smaller stray field, that of the reference layer included, for the axial law to hold: at 14 nm, 1 mT across the axis already raises the rate by 4%.

Numerical values quoted here were computed with a short program.
